# A straight Tauc plot does not certify its optical gap

A model amorphous semiconductor has a gap of 3.00 eV. Its absorption spectrum, free of noise, is drawn as a Tauc plot and fitted with a straight line between 3.5 and 4.5 eV. The line accounts for 99.7 % of the variance of the plotted points, and it meets the energy axis at 3.18 eV. If the fit is moved up to the range from 4.0 to 5.0 eV, the line becomes slightly straighter by the same measure, 99.8 %, and the intercept moves to 3.36 eV. Nothing in the material has changed, and its gap is still 3.00 eV. Where does the excess of 0.36 eV come from?

## The belief and its appeal

The belief is this: if \(E\sqrt{\varepsilon_2}\), plotted against photon energy \(E\), has a good straight section, then the intercept of that section is the gap, whatever the details of the optical transitions. Here \(\varepsilon_2\) is the imaginary part of the dielectric function.

There are sound reasons to find it attractive. Matrix elements seem to set the strength of absorption, while the gap sets its position, and an overall factor in \(\varepsilon_2\) indeed changes the slope of the plot without moving its intercept. The weak point is the word "overall". A matrix element that varies with energy is not an overall factor, and whether it varies depends on which matrix element is supposed to be constant.

## From transitions to the spectrum

I use atomic units in the algebra, so that photon energy and angular frequency are the same number \(E\). The electrons are independent, the valence band is full and the conduction band is empty. A field \(F\cos Et\) along \(x\) adds \(xF\cos Et\) to the energy of an electron. Half of the cosine drives absorption, so the golden rule gives the rate from state \(v\) to state \(c\) as

\[
2\pi\left(\frac F2\right)^2|x_{cv}|^2\,\delta(E_c-E_v-E).
\]

Each transition takes up the energy \(E\), and there are two spins. The absorbed power per volume \(V\) is therefore

\[
\frac{2E}{V}\,\frac{\pi F^2}{2}\sum_{cv}|x_{cv}|^2\delta(E_c-E_v-E).
\]

In the dielectric description, the part of the polarization that lags the field is \((F\varepsilon_2/4\pi)\sin Et\). Its time derivative multiplied by \(F\cos Et\) averages to \(EF^2\varepsilon_2/8\pi\). Equating the two powers gives

\[
\varepsilon_2(E)=\frac{8\pi^2}{V}\sum_{cv}|x_{cv}|^2\,\delta(E_c-E_v-E).
\]

The prefactor was tested on two electrons in a box. The static polarizability obtained by integrating these absorption strengths agrees with the one obtained from the energy shift in a weak field: both are 20.400 atomic units.

Now let the Hamiltonian be \(H=p^2/2+U\), with a local potential \(U\), however disordered. Since \(U\) commutes with position, \([H,x]=-ip_x\). Taking this between two eigenstates gives

\[
(E_c-E_v)\,x_{cv}=-i\,(p_x)_{cv},
\qquad
|(p_x)_{cv}|^2=E^2|x_{cv}|^2
\]

for the pairs that absorb at energy \(E\). For the lowest six states of the box the two sides of \(|p_x|=E|x|\) were computed separately and differ by at most \(2\times10^{-10}\) atomic units, where the largest \(|p_x|\) is 1.8. With a nonlocal potential, \(p_x\) must be replaced by the velocity \(i[H,x]\).

All pairs that absorb at a given \(E\) share the same factor \(E^2\), so the relation also holds for their averages. Write the mean of \(|x_{cv}|^2\) as \(D^2/V\) and that of \(|(p_x)_{cv}|^2\) as \(P^2/V\). Then \(P^2(E)=E^2D^2(E)\). If one of the two is constant over a range of energies, the other is not. The identity does not say which of them is constant, or whether either is.

## The density of pairs

For a parabolic band of mass \(m\), a periodic box holds \(Vk^3/6\pi^2\) states per spin with wave number below \(k\). Putting \(k=\sqrt{2m\epsilon}\), where \(\epsilon\) is measured from the band edge, and differentiating gives the density of states per volume

\[
g(\epsilon)=\frac{d}{d\epsilon}\,\frac{(2m\epsilon)^{3/2}}{6\pi^2}
=A\sqrt{\epsilon},\qquad A=\frac{(2m)^{3/2}}{4\pi^2}.
\]

I assume that the amorphous material keeps these square-root edges, but that disorder removes the selection rule for the wave vector. Every valence state may then combine with every conduction state, with a mean strength that depends on their energy difference alone. If the hole lies at depth \(t\) in the valence band and \(G\) is the gap, the electron lies at \(E-G-t\) in the conduction band. With \(w=E-G\), the density of pairs is

\[
J(E)=A_vA_c\int_0^w\sqrt{t(w-t)}\,dt=\frac{\pi}{8}A_vA_c\,(E-G)^2 .
\]

The integral is the area of a half disc of radius \(w/2\), because \(t(w-t)=(w/2)^2-(t-w/2)^2\).

The sum over pairs contributes \(V^2J\), the mean strength \(D^2/V\), and the prefactor another \(1/V\). The volume cancels:

\[
\varepsilon_2(E)=8\pi^2D^2(E)\,J(E).
\]

Two simple models follow. If \(D^2\) is constant,

\[
\varepsilon_2=C(E-G)^2,\qquad C=\pi^3D^2A_vA_c,
\]

and \(\sqrt{\varepsilon_2}\) is a straight line that reaches zero at \(G\). This is the Cody plot. If \(P^2\) is constant, then \(D^2=P^2/E^2\), and

\[
\varepsilon_2=C\left(\frac{E_m}{E}\right)^2(E-G)^2,
\]

where \(E_m\) is the energy at which the two spectra are made equal. Now \(E\sqrt{\varepsilon_2}\) is the straight line, and this is the Tauc plot. Each plot is right for its own model. Both models have the same bands and the same gap.

The example has \(G=3\) eV, \(E_m=4\) eV, band masses of 0.3 and 2 electron masses, and \(D^2=400\) Å\(^5\). These round values give \(C=0.963\) eV\(^{-2}\). At 4.5 eV the constant-dipole spectrum is \(0.963\times1.5^2=2.17\), and the constant-momentum spectrum is smaller by \((4/4.5)^2=0.79\), which gives 1.71. At 3.5 eV the order is reversed, 0.24 against 0.31. Such a slow change of strength is enough to move an extrapolated intercept.

## What the wrong plot extrapolates to

Let the spectrum carry the factor \((E_m/E)^q\), with \(q=0\) for constant dipole and \(q=2\) for constant momentum. Apart from a constant factor, either plot shows

\[
f(E)=E^s(E-G),
\]

with \(s=1-q/2\) for Tauc and \(s=-q/2\) for Cody. The tangent at \(E\) meets the axis at \(E-f/f'\). With \(d=E-G\), the logarithmic derivative is \(f'/f=s/E+1/d=(E+sd)/(Ed)\), so the intercept is

\[
E-\frac{Ed}{E+sd}
=G+\frac{d(E+sd)-Ed}{E+sd}
=G+\frac{s\,d^2}{E+sd}.
\]

For a Tauc plot of the constant-dipole spectrum, \(s=1\) and the error is \(+d^2/(2E-G)\). For a Cody plot of the constant-momentum spectrum, \(s=-1\) and the error is \(-d^2/G\). At 4 eV these are \(1/5=0.20\) eV and \(-1/3=-0.33\) eV.

Close to the gap, both errors have the size \(d^2/G\) to leading order. They vanish quadratically, so the two plots agree on the gap if data arbitrarily close to it can be used. Far above the gap they part company. The Tauc tangent intercept is \(E^2/(2E-G)\), which approaches \(E/2\) plus a constant and grows without limit, while the Cody intercept falls to zero at \(E=2G\). Real bands are not parabolic that far, and a light conduction band departs from the square-root law already an electronvolt or two above its edge, but within the model the trend shows that the error is not a fixed correction that could be subtracted once and for all.

## The fitted line

A fit uses a window, not a tangent. Take \(N=2M+1\) points with spacing \(\delta\), centred at \(m\) (from here on an energy, not a mass), and write \(E=m+u\). For the Tauc plot of the constant-dipole spectrum,

\[
E(E-G)=m(m-G)+(2m-G)u+u^2 .
\]

The first two terms are already a line. The points are symmetric about \(u=0\), so \(u^2\) has no correlation with \(u\), and its best straight line is its mean,

\[
v=\frac{\delta^2}{2M+1}\,2\sum_{j=1}^{M}j^2=\frac{\delta^2M(M+1)}{3}.
\]

The fitted line is thus \(m(m-G)+v+(2m-G)u\). Setting it to zero and returning to \(E=m+u\) gives

\[
E_{\rm fit}=m-\frac{m(m-G)+v}{2m-G}
=\frac{m^2-v}{2m-G}
=G+\frac{(m-G)^2-v}{2m-G}.
\]

For 21 points from 3.5 to 4.5 eV, \(m=4\) eV, \(\delta=0.05\) eV and \(M=10\), so \(v=0.0025\times110/3=0.0917\) eV\(^2\). The error is

\[
\frac{1^2-0.0917}{8-3}=0.182\ \text{eV},
\]

and the intercept is 3.18 eV, as found by fitting the numerically generated spectrum. For the window from 4.0 to 5.0 eV, \(m=4.5\) eV and \(v\) is the same, so the error is \((1.5^2-0.0917)/(9-3)=0.360\) eV. This is the excess over the gap in the opening question. The plot multiplies by a factor \(E\) that this spectrum does not need, which bends the curve upward, and a straight line continued from the window to the axis ignores that bend.

The same calculation shows why the quality of the fit gives so little warning. The residual is \(u^2-v\), with mean square \(\overline{u^4}-v^2\), while the line itself has variance \((2m-G)^2v\). Hence

\[
1-R^2=\frac{\overline{u^4}-v^2}{(2m-G)^2v+\overline{u^4}-v^2}.
\]

For a given width of window, the numerator is fixed and the denominator grows with \(m\). Moving the window upward therefore makes the line look better, while the error of its intercept grows. The coefficient \(R^2\) compares the curvature inside the window with the rise of the line there, whereas the error of the intercept also depends on how the curve bends between the window and the gap.

## Why the error has a definite sign

The sign does not depend on equal spacing or equal weights. Differentiating \(f=E^{s+1}-GE^s\) gives

\[
f'=E^{s-1}(E+sd),\qquad
f''=s\,E^{s-2}\left[(1+s)E+(1-s)G\right].
\]

For \(-1\le s\le1\) and \(E\ge G\), \(f'\) is positive, since \(E+sd\ge E-d=G\), and the square bracket is positive too. So \(f\) rises, and it is convex for \(s>0\) and concave for \(s<0\).

Fit a line \(L\) to at least three distinct points at or above \(G\), with any positive weights \(w_i\). Its slope is positive because \(f\) rises. Least squares requires the residuals \(r_i=f(E_i)-L(E_i)\) to satisfy

\[
\sum_i w_ir_i=0,\qquad \sum_i w_ir_iE_i=0 .
\]

The residuals cannot all vanish, since a line meets a strictly curved function at two points at most. The first condition then demands both signs. If the sign changed once, at some energy \(e\), all nonzero products \(r_i(E_i-e)\) would have the same sign, and \(\sum_i w_ir_i(E_i-e)\) could not be zero, as the two conditions require. The sign therefore changes at least twice, and the line crosses the curve twice inside the window.

A convex curve lies above such a line outside the two crossings. At \(G\), which is to their left, this means \(L(G)<f(G)=0\), and a rising line that is still negative at \(G\) reaches zero above \(G\). For a concave curve the inequality is reversed and the intercept lies below \(G\). The predicted signs were also tested on 200 spectra with irregular points and random weights, and they held in each.

A useful consequence concerns spectra between the two models, \(0<q<2\). There \(s\) is positive for the Tauc plot and negative for the Cody plot, so the two intercepts bracket the gap. For \(q=1\) and the window from 3.5 to 4.5 eV they are 3.10 and 2.87 eV. The bracket is a property of this family, with square-root bands throughout the window, and not of all spectra. A density of states that rises faster than a square root bends both plots upward and can lift both intercepts above \(G\). For \(q<0\), for instance, both values of \(s\) are positive and both tangent intercepts lie above \(G\).

## Reading a measured plot

In this example, moving the window reveals the mismatch better than \(R^2\) does. These are the fitted intercepts in eV for the two mismatched cases:

| Window (eV) | Tauc, constant dipole | Cody, constant momentum |
|---|---:|---:|
| 3.2–3.7 | 3.05 | 2.94 |
| 3.5–4.5 | 3.18 | 2.70 |
| 4.0–5.0 | 3.36 | 2.29 |

The matched plots return 3.00 eV in all three windows. In the middle window, reading each spectrum with the other's plot gives "gaps" that differ by 0.48 eV, although the two materials have the same bands.

An intercept that drifts by more than the uncertainty of the fits shows that the plot and the spectrum do not match, but not that the matrix element is the cause. Take a nonparabolic conduction band with \(g=A\sqrt{\epsilon(1+a\epsilon)}\,(1+2a\epsilon)\approx A\sqrt\epsilon\,(1+\tfrac52a\epsilon)\). The mean \(\epsilon\) in the pair integral is \(w/2\), so \(\sqrt J\propto w(1+\tfrac58aw)\) to first order. The Tauc plot of the constant-dipole spectrum is \(E(E-G)=Gw(1+w/G)\), so for \(a\) near \(1/G\) the plot with the right matrix element bends in the same direction and by a comparable amount. A steady one is weaker evidence. The spectrum contains the product \(D^2J\), and a change in one factor can imitate a change in the other: constant \(D^2\) with a density of pairs proportional to \((E-G)^2/E^2\) gives a perfectly straight Tauc plot. Nor does a straight section say what the densities of states do below the window. If tail states fill that region, the window cannot be brought close to \(G\), and the intercept remains a parameter of the extrapolation.

Two further conditions matter in practice. A Tauc plot can also be drawn from the absorption coefficient \(\alpha\). With refractive index \(n\) and speed of light \(c\), \(\alpha=E\varepsilon_2/(nc)\), so

\[
\sqrt{\alpha E}=\frac{E\sqrt{\varepsilon_2}}{\sqrt{nc}} .
\]

This has the same intercept as the plot used here if \(n\) is constant over the window. Otherwise \(\sqrt{n\alpha E}\) should be plotted.

In a transparent conductor, moreover, the bottom of the conduction band may be occupied. Suppose that it is filled up to an energy \(\mu\) at zero temperature, with the bands unchanged. Absorption from the valence band then starts at \(G+\mu\). Transitions within the partly filled conduction band, which disorder also allows, add a background that extends below this onset; they are left out of what follows. With \(w'=E-G-\mu\), the electron arrives at \(\mu+w'-t\), and for \(w'\ll\mu\)

\[
J\approx A_vA_c\sqrt{\mu}\int_0^{w'}\sqrt t\,dt=\frac23A_vA_c\sqrt\mu\,(w')^{3/2}.
\]

The quadratic law is gone near the onset, and neither plot is straight there, whichever matrix element is constant.

An intercept is therefore a gap under a stated model. To be interpretable it needs the type of plot and the fit window beside it, and the intercept of the other plot on the same data shows how much depends on the choice. The full set of fits is in the numerical output below.

## Calculated quantities

```
gap G = 3.00 eV; matching energy = 4.00 eV
masses: conduction 0.3, valence 2.0 m_e
D2 = 400 angstrom^5 = 9639.5 bohr^5
C in eps2 = C (E-G)^2: 0.9629 eV^-2
box test: largest |p| = 1.8068 a.u.
box test: max ||p| - dE|x|| = 1.9e-10 a.u.
polarizability, energy in field: 20.4001 a.u.
polarizability, from eps2: 20.4001 a.u.
plane waves counted / predicted: 1.0014
eps2 (no unit): E in eV, constant dipole, constant momentum
  3.5  0.2407  0.3144
  4.0  0.9629  0.9629
  4.5  2.1666  1.7119
tangent at 4.0 eV, Tauc on constant dipole: 3.2000 eV
tangent at 4.0 eV, Cody on constant momentum: 2.6667 eV
points per window: 21
window 3.2 to 3.7 eV: intercept in eV, R^2
  Tauc on constant dipole:   3.0460, 0.99880
  Tauc on constant momentum: 3.0000, 1.00000
  Cody on constant dipole:   3.0000, 1.00000
  Cody on constant momentum: 2.9409, 0.99847
  v = 0.02292 eV^2; closed-form Tauc = 3.0460 eV
window 3.5 to 4.5 eV: intercept in eV, R^2
  Tauc on constant dipole:   3.1817, 0.99710
  Tauc on constant momentum: 3.0000, 1.00000
  Cody on constant dipole:   3.0000, 1.00000
  Cody on constant momentum: 2.7033, 0.99541
  v = 0.09167 eV^2; closed-form Tauc = 3.1817 eV
window 4.0 to 5.0 eV: intercept in eV, R^2
  Tauc on constant dipole:   3.3597, 0.99798
  Tauc on constant momentum: 3.0000, 1.00000
  Cody on constant dipole:   3.0000, 1.00000
  Cody on constant momentum: 2.2887, 0.99638
  v = 0.09167 eV^2; closed-form Tauc = 3.3597 eV
intermediate spectrum q = 1, window 3.5 to 4.5 eV:
  Tauc 3.1006 eV, Cody 2.8718 eV
random weighted spectra with the predicted sign: 200
```
